# Mixed and pure estimators: which averages are free of trial-function error: verification in Python

```python
"""Mixed estimator <Phi|A|Psi>/<Phi|Psi>: equal to the pure value <Phi|A|Phi>
for H and operators commuting with H; otherwise its error is eps*<Phi|A|chi>,
where Psi/<Phi|Psi> = Phi + eps*chi, chi normalized and orthogonal to Phi.
Phi: ground state of a harmonic oscillator (hbar = m = omega = 1).
Psi = exp(-alpha*(x-shift)^2/2): trial function.
G = a^dagger x a: does not commute with H, yet annihilates Phi.
"""
import numpy as np
import sympy as sp
from scipy.linalg import expm
from scipy.special import eval_hermite

x = sp.symbols("x", real=True)
alpha_exact, shift_exact = sp.Rational(4, 5), sp.Rational(3, 10)
alpha, shift = float(alpha_exact), float(shift_exact)
ground = sp.pi ** sp.Rational(-1, 4) * sp.exp(-x**2 / 2)
trial = sp.exp(-alpha_exact * (x - shift_exact) ** 2 / 2)


def hamiltonian(f):
    return -sp.diff(f, x, 2) / 2 + x**2 * f / 2


def ladder_product(f):
    g = x * (x * f + sp.diff(f, x))
    return (x * g - sp.diff(g, x)) / 2


operators = {
    "H": hamiltonian,
    "parity": lambda f: f.subs(x, -x),
    "x": lambda f: x * f,
    "x^2": lambda f: x**2 * f,
    "G": ladder_product,
}
grid = np.linspace(-12, 12, 4801)
spacing = grid[1] - grid[0]


def on_grid(expression):
    return sp.lambdify(x, expression, "numpy")(grid) * np.ones_like(grid)


def integral(values):
    return spacing * np.sum(values)


def estimator(bra, operator, ket):
    left = on_grid(bra)
    return integral(left * on_grid(operator(ket))) / integral(left * on_grid(ket))


phi, psi = on_grid(ground), on_grid(trial)
assert np.max(np.abs(on_grid(hamiltonian(ground)) - 0.5 * phi)) < 1e-12
print(f"alpha = {alpha:.2f}, shift = {shift:.2f} (oscillator units)")
print("Energies in hbar*omega, lengths in sqrt(hbar/(m*omega))")
print("operator: mixed, pure, variational, 2*mixed-variational, commutator norm")
mixed, pure, variational = {}, {}, {}
for name, op in operators.items():
    mixed[name] = estimator(ground, op, trial)
    pure[name] = estimator(ground, op, ground)
    variational[name] = estimator(trial, op, trial)
    commutator = on_grid(op(hamiltonian(trial)) - hamiltonian(op(trial)))
    size = np.sqrt(integral(commutator**2) / integral(psi**2))
    assert (size < 1e-10) == (name in ("H", "parity"))
    extrapolated = 2 * mixed[name] - variational[name]
    print(f"{name}: {mixed[name]:.5f}, {pure[name]:.5f}, "
          f"{variational[name]:.5f}, {extrapolated:.5f}, {size:.4f}")
for name in ("H", "parity", "G"):
    assert abs(mixed[name] - pure[name]) < 1e-10
    assert abs(variational[name] - pure[name]) > 1e-3
for name in ("x", "x^2"):
    assert abs(mixed[name] - pure[name]) > 1e-2

# Closed Gaussian moments of the product Phi*Psi against quadrature.
mixed_mean = alpha * shift / (1 + alpha)
mixed_variance = 1 / (1 + alpha)
assert abs(mixed["x"] - mixed_mean) < 1e-10
assert abs(mixed["x^2"] - mixed_variance - mixed_mean**2) < 1e-10
print(f"Phi*Psi density: mean {mixed_mean:.5f}, variance {mixed_variance:.5f}")

# Trial error and the spectral form of the linear coefficient.
overlap = integral(phi * psi)
delta = psi / overlap - phi
eps = np.sqrt(integral(delta**2))
chi = delta / eps
excited1 = eval_hermite(1, grid) * phi / np.sqrt(2)
excited2 = eval_hermite(2, grid) * phi / np.sqrt(8)
ratio1 = integral(excited1 * psi) / overlap
ratio2 = integral(excited2 * psi) / overlap
assert abs(mixed["x"] - pure["x"] - ratio1 / np.sqrt(2)) < 1e-10
assert abs(mixed["x^2"] - pure["x^2"] - ratio2 / np.sqrt(2)) < 1e-10
print(f"trial error eps = {eps:.5f}")
print(f"normalized squared overlap = {1 / (1 + eps**2):.5f}")
print(f"c1/c0 = {ratio1:.5f}, c2/c0 = {ratio2:.5f}")

# Bound by the standard deviation in Phi, and a trial that reaches it.
for name, values in (("x", grid), ("x^2", grid**2)):
    mean = integral(phi**2 * values)
    sigma = np.sqrt(integral(phi**2 * (values - mean) ** 2))
    assert abs(mixed[name] - pure[name]) <= eps * sigma
    worst = phi + eps * (values - mean) * phi / sigma
    worst_error = integral(phi * values * worst) / integral(phi * worst) - mean
    assert abs(worst_error - eps * sigma) < 1e-10
    print(f"{name}: sigma {sigma:.5f}, error bound eps*sigma {eps * sigma:.5f}")

# Shrink the trial error at fixed direction chi.
coefficient = integral(phi * grid**2 * chi)
curvature = integral(chi**2 * grid**2) - pure["x^2"]
print(f"x^2: <Phi|A|chi> = {coefficient:.5f}, Delta = {curvature:.5f}")
print("x^2 errors: eps, mixed, variational, extrapolated")
errors = []
for power in range(8):
    e = eps / 2**power
    state = phi + e * chi
    m = integral(phi * grid**2 * state) / integral(phi * state) - pure["x^2"]
    v = integral(state**2 * grid**2) / integral(state**2) - pure["x^2"]
    extra = 2 * m - v
    predicted_v = (2 * e * coefficient + e**2 * curvature) / (1 + e**2)
    predicted_extra = (2 * e**3 * coefficient - e**2 * curvature) / (1 + e**2)
    assert abs(m - e * coefficient) < 1e-10
    assert abs(v - predicted_v) < 1e-10
    assert abs(extra - predicted_extra) < 1e-10
    errors.append((m, v, extra))
    if power < 5:
        print(f"{e:.5f}, {m:.6f}, {v:.6f}, {extra:.6f}")
assert abs(errors[-2][0] / errors[-1][0] - 2) < 1e-7
assert abs(errors[-2][2] / errors[-1][2] - 4) < 0.04
print(f"last halving: mixed ratio {errors[-2][0] / errors[-1][0]:.4f}, "
      f"extrapolated ratio {errors[-2][2] / errors[-1][2]:.4f}")

# Degenerate ground level: imaginary-time projection selects the state.
rng = np.random.default_rng(12345)
basis, _ = np.linalg.qr(rng.normal(size=(5, 5)))
matrix_h = basis @ np.diag([1.0, 1.0, 2.0, 3.0, 3.0]) @ basis.T
block = np.zeros((5, 5))
block[:2, :2] = [[1.0, 0.5], [0.5, -1.0]]
block[2, 2] = 2.0
block[3:, 3:] = [[0.0, 1.0], [1.0, 0.0]]
matrix_a = basis @ block @ basis.T
assert np.max(np.abs(matrix_h @ matrix_a - matrix_a @ matrix_h)) < 1e-12
start = basis @ np.array([1.0, 1.0, 0.4, 0.3, 0.2])
projected = expm(-40 * (matrix_h - np.eye(5))) @ start
deg_mixed = projected @ matrix_a @ start / (projected @ start)
deg_pure = projected @ matrix_a @ projected / (projected @ projected)
deg_var = start @ matrix_a @ start / (start @ start)
assert abs(deg_mixed - deg_pure) < 1e-10
assert abs(deg_var - deg_pure) > 1e-2
print(f"degenerate model: mixed {deg_mixed:.5f}, pure {deg_pure:.5f}, "
      f"variational {deg_var:.5f}")

# Diffusion Monte Carlo: exact drift-diffusion step, symmetric branching weight.
local_energy_expr = sp.expand(sp.simplify(hamiltonian(trial) / trial))
local_parity_expr = sp.simplify(trial.subs(x, -x) / trial)
local_energy = sp.lambdify(x, local_energy_expr, "numpy")
local_parity = sp.lambdify(x, local_parity_expr, "numpy")
print(f"local energy = {sp.N(local_energy_expr, 5)}")
number, time_step, block_steps, blocks, warmup = 4000, 0.05, 100, 60, 5
decay = np.exp(-alpha * time_step)
spread = np.sqrt((1 - decay**2) / (2 * alpha))
walkers = shift + rng.normal(size=number) / np.sqrt(2 * alpha)
records = []
for block_index in range(warmup + blocks):
    ancestor_square = walkers**2
    total = np.zeros(4)
    for _ in range(block_steps):
        moved = shift + (walkers - shift) * decay
        moved += spread * rng.normal(size=number)
        energy_sum = local_energy(walkers) + local_energy(moved)
        cumulative = np.cumsum(np.exp(-0.5 * time_step * energy_sum))
        marks = np.floor(cumulative / cumulative[-1] * number + rng.random())
        copies = np.diff(marks.astype(int), prepend=0)
        parents = np.repeat(np.arange(number), copies)
        walkers = moved[parents]
        ancestor_square = ancestor_square[parents]
        total += [local_energy(walkers).mean(), local_parity(walkers).mean(),
                  walkers.mean(), (walkers**2).mean()]
    if block_index >= warmup:
        records.append(np.append(total / block_steps, ancestor_square.mean()))
records = np.array(records)
averages = records.mean(axis=0)
standard_errors = records.std(axis=0, ddof=1) / np.sqrt(blocks)
labels = ["H mixed", "parity mixed", "x mixed", "x^2 mixed", "x^2 pure"]
targets = [mixed["H"], mixed["parity"], mixed["x"], mixed["x^2"], pure["x^2"]]
# Tolerances allow several expected standard errors plus small time-step bias.
tolerances = [0.003, 0.01, 0.01, 0.01, 0.012]
print(f"DMC: {number} walkers, time step {time_step:.2f} 1/omega, {blocks} blocks")
print(f"descendant-counting time = {block_steps * time_step:.1f} 1/omega")
for label, value, error, target, tolerance in zip(
        labels, averages, standard_errors, targets, tolerances):
    print(f"DMC {label}: {value:.5f} +/- {error:.5f}, expected {target:.5f}")
    assert abs(value - target) < tolerance

print("verified")
```

Running it gives:

```
alpha = 0.80, shift = 0.30 (oscillator units)
Energies in hbar*omega, lengths in sqrt(hbar/(m*omega))
operator: mixed, pure, variational, 2*mixed-variational, commutator norm
H: 0.50000, 0.50000, 0.55750, 0.44250, 0.0000
parity: 1.00000, 1.00000, 0.93053, 1.06947, 0.0000
x: 0.13333, 0.00000, 0.30000, -0.03333, 0.6325
x^2: 0.57333, 0.50000, 0.71500, 0.43167, 1.4642
G: 0.00000, 0.00000, 0.05475, -0.05475, 0.2759
Phi*Psi density: mean 0.13333, variance 0.55556
trial error eps = 0.21748
normalized squared overlap = 0.95484
c1/c0 = 0.18856, c2/c0 = 0.10371
x: sigma 0.70711, error bound eps*sigma 0.15378
x^2: sigma 0.70711, error bound eps*sigma 0.15378
x^2: <Phi|A|chi> = 0.33720, Delta = 1.65981
x^2 errors: eps, mixed, variational, extrapolated
0.21748, 0.073333, 0.215000, -0.068333
0.10874, 0.036667, 0.091873, -0.018539
0.05437, 0.018333, 0.041451, -0.004784
0.02718, 0.009167, 0.019545, -0.001212
0.01359, 0.004583, 0.009472, -0.000305
last halving: mixed ratio 2.0000, extrapolated ratio 3.9972
degenerate model: mixed 0.50000, pure 0.50000, variational 0.62882
local energy = 0.18*x**2 + 0.192*x + 0.3712
DMC: 4000 walkers, time step 0.05 1/omega, 60 blocks
descendant-counting time = 5.0 1/omega
DMC H mixed: 0.49976 +/- 0.00032, expected 0.50000
DMC parity mixed: 1.00053 +/- 0.00050, expected 1.00000
DMC x mixed: 0.13229 +/- 0.00106, expected 0.13333
DMC x^2 mixed: 0.57312 +/- 0.00095, expected 0.57333
DMC x^2 pure: 0.49890 +/- 0.00261, expected 0.50000
verified
```
